# Inferring an argon plasma's effective loss length from its electron temperature

**Question**

I have an argon discharge with a measured electron temperature of 2.5 eV and a gas density of $3.3\times10^{20}\ \mathrm{m^{-3}}$. The exercise asks me to "invert the ionization balance" and find the effective loss length of the plasma.

I can write down an ionization rate and a wall loss rate, but both contain the plasma density, which I was not given. I also don't know what the length means. Is it the size of the chamber, the distance an ion travels between collisions, or something else? And how far should I trust the answer if my temperature is good to about 0.1 eV?

**Answer**

You don't need the plasma density, because it multiplies both sides of the balance and cancels. The length is a ratio of plasma content to edge loss. It is neither a mean free path nor, in general, a chamber dimension.

**The balance**

Let $n$ be the plasma density, equal for electrons and singly charged ions, and let $n_g$ be the gas density. Assume that each ion is made by one electron impact on a ground-state atom, and that ions disappear at the walls without recombining in the volume. The ionization rate per unit volume is then $n_gK_{iz}n$, where $K_{iz}$ is the rate coefficient. In steady state, ion continuity reads

$$\nabla\cdot(n\mathbf u)=n_gK_{iz}\,n .$$

Integrate over the plasma up to the edge of the thin wall sheath. The divergence theorem turns the left side into the outward flux. I treat the ions as a cold fluid, which crosses the sheath edge at the Bohm speed $u_B$, for a reason that appears in the slab calculation below. A spread in ion speeds changes the mean exit speed: in the kinetic treatment of a collisionless slab it is about $1.14\,u_B$, which would raise the length found below by 14%. With $n_s$ the density at that edge,

$$u_B\oint n_s\,dA=n_gK_{iz}\int n\,dV .$$

I have taken the electron temperature and gas density as uniform, so that $K_{iz}$, $n_g$ and $u_B$ come outside the integrals. Now define

$$d_{\rm eff}=\frac{\int n\,dV}{\oint n_s\,dA}.$$

Dividing the balance by $n_gK_{iz}\oint n_s\,dA$ gives

$$d_{\rm eff}=\frac{u_B(T)}{n_gK_{iz}(T)} .$$

Doubling $n$ everywhere doubles both integrals in the definition and leaves $d_{\rm eff}$ unchanged. That is why a temperature and a gas density are enough.

If the bulk density is nearly flat at $n_0$, then $d_{\rm eff}=V/A_{\rm eff}$, with $A_{\rm eff}=\oint(n_s/n_0)\,dA$. Since the edge density is lower than the bulk density, the effective loss area is smaller than the wall area. The flat form is an approximation: in the collisional slab worked out below, with $n_0$ taken at the midplane, it gives about 23 cm instead of 19.8 cm, because the mean density is only about $0.85\,n_0$.

**The numbers**

I write $T$ for the electron temperature in eV, so the thermal energy in joules is $eT$. For cold ions of mass $M$,

$$u_B=\sqrt{\frac{eT}{M}}
=\sqrt{\frac{e\,(2.50\ \mathrm V)}{6.6335\times10^{-26}\ \mathrm{kg}}}
=2457\ \mathrm{m/s}.$$

For the rate coefficient I adopt a fit for argon with Maxwellian electrons. It is input data, not something derived here:

$$K_{iz}=2.34\times10^{-14}\,T^{0.59}e^{-17.44/T}\ \mathrm{m^3/s}.$$

At 2.5 eV the exponent is $-6.976$, so

$$K_{iz}=2.34\times10^{-14}\times1.717\times9.34\times10^{-4}
=3.75\times10^{-17}\ \mathrm{m^3/s}.$$

The ionization frequency per electron is

$$\nu=n_gK_{iz}=1.24\times10^4\ \mathrm{s^{-1}},$$

and therefore

$$d_{\rm eff}=\frac{u_B}{\nu}
=\frac{2457\ \mathrm{m/s}}{1.238\times10^4\ \mathrm{s^{-1}}}
=0.198\ \mathrm m\approx20\ \mathrm{cm}.$$

The mean ion residence time, meaning the number of ions divided by their loss rate, is $1/\nu=81\ \mathrm{\mu s}$.

**What a 0.1 eV error does**

Keep the gas density fixed and take the logarithm of the result:

$$\ln d_{\rm eff}=\text{constant}+\tfrac12\ln T-0.59\ln T+\frac{17.44}{T}.$$

The first temperature term comes from the Bohm speed and the other two from the rate. Because $T\,d(1/T)/dT=-1/T$,

$$\frac{d\ln d_{\rm eff}}{d\ln T}
=\frac12-0.59-\frac{17.44}{T}=-7.07
\quad\text{at }2.5\ \mathrm{eV}.$$

An error of 0.1 eV is 4% of the temperature, so the linear estimate is a 28% change in length. The full formula gives 26.6 cm at 2.4 eV and 15.1 cm at 2.6 eV. The two changes are unequal because the dependence is curved.

This steepness makes the inversion delicate. Read the other way, it means that a large change in loss length needs only a modest change in temperature.

**Where the exponential comes from**

A simple cross section shows that the steepness is not peculiar to the fit. Let $\sigma=C(E-E_i)$ above the ionization energy $E_i=15.76$ eV, and zero below it. For a Maxwellian, the normalized energy distribution and the electron speed are

$$f(E)=\frac{2}{\sqrt\pi\,T^{3/2}}\sqrt E\,e^{-E/T},\qquad
v=\sqrt{\frac{2eE}{m}},$$

with $m$ the electron mass. Averaging $\sigma v$ gives

$$K=\frac{2C}{\sqrt\pi\,T^{3/2}}\sqrt{\frac{2e}{m}}
\int_{E_i}^{\infty}E(E-E_i)e^{-E/T}\,dE .$$

Set $E=E_i+s$. The integral becomes

$$e^{-E_i/T}\int_0^\infty(E_is+s^2)e^{-s/T}ds
=e^{-E_i/T}T^2(E_i+2T).$$

The remaining factors combine into the mean electron speed $\bar v=\sqrt{8eT/(\pi m)}$, so

$$K=\bar v\,C(E_i+2T)e^{-E_i/T}.$$

The exponential reflects the small share of electrons above threshold. The logarithmic slope of this rate is

$$\frac{d\ln K}{d\ln T}=\frac12+\frac{2T}{E_i+2T}+\frac{E_i}{T}=7.04,$$

compared with $0.59+6.976=7.57$ for the fit.

The absolute rate is less secure. With a rough slope $C=1.5\times10^{-21}\ \mathrm{m^2/eV}$ and $\bar v=1.058\times10^6$ m/s, the formula gives $K=6.03\times10^{-17}\ \mathrm{m^3/s}$, which is 1.6 times the fitted value. The inferred length would then be 12.4 cm. This is a crude alternative rather than an error bar, but it shows that the answer near 20 cm belongs to the adopted rate data.

**Is 20 cm the chamber size?**

Consider a plasma between two wide parallel plates, with side losses ignored. Let $x$ run from the midplane, where $u=0$, to one sheath edge, and let a prime mean $d/dx$. Continuity, divided by $n$, is

$$u\frac{n'}{n}+u'=\nu .$$

The ions are pushed by the electric field and slowed by gas collisions at frequency $\nu_{in}$. New ions are born at rest and must be brought up to speed, which adds $\nu$ to the drag. Electrons in force balance have $enE_x=-eTn'$, where $E_x$ is the electric field. The ion momentum equation, divided by $Mn$, is therefore

$$uu'=-u_B^2\frac{n'}{n}-u(\nu+\nu_{in}).$$

Insert $n'/n=(\nu-u')/u$ from continuity, multiply by $u$, and collect the terms in $u'$:

$$(u_B^2-u^2)u'=u_B^2\nu+u^2(\nu+\nu_{in}).$$

As $u$ approaches $u_B$, the right side stays positive while the factor on the left goes to zero. The gradient $u'$ diverges and the quasineutral description ends. This marks the sheath edge and explains the exit speed used above.

With $w=u/u_B$ and $g=\nu+w^2(\nu+\nu_{in})$, the last equation becomes

$$\frac{dx}{dw}=\frac{u_B(1-w^2)}{g}.$$

For the density, multiply $n'/n=(\nu-u')/u$ by $dx/dw$ and use $u'\,dx/dw=u_B$:

$$\frac{d\ln n}{dw}
=\frac1w\left[\frac{\nu(1-w^2)}{g}-1\right]
=-\frac{w(2\nu+\nu_{in})}{g}.$$

First take no ion-neutral collisions, $\nu_{in}=0$. Then $g=\nu(1+w^2)$, and the half-gap is

$$x_s=\frac{u_B}{\nu}\int_0^1\frac{1-w^2}{1+w^2}\,dw
=\frac{u_B}{\nu}\int_0^1\left(\frac{2}{1+w^2}-1\right)dw
=\left(\frac\pi2-1\right)d_{\rm eff}.$$

The density equation gives $\ln(n_s/n_0)=-\int_0^1 2w\,dw/(1+w^2)=-\ln2$, where $n_0$ is now the midplane density. The edge density is half of it, and the full gap is $2x_s=22.7$ cm.

Now include collisions. For a constant mean free path $\lambda$, I use the drag model $\nu_{in}=\pi u/(2\lambda)$, which neglects the thermal motion of the gas. A rough ion-neutral cross section of $10^{-18}\ \mathrm{m^2}$ gives $\lambda=3.03$ mm. Numerical integration of the two equations gives a gap of 9.3 cm and $n_s/n_0=0.20$. These two values are estimates: the drag model is accurate only where ions drift well above the gas thermal speed, about 400 m/s at 300 K, and over much of the gap they are slower than that. The model underestimates the drag there, so it somewhat overestimates both the gap and the edge density ratio.

Integrating each density profile and dividing by its edge density returns 19.84 cm with collisions and 19.84 cm without them. In this fluid model, at fixed temperature and gas density, collisions change the gap that fits the balance, but not the loss length.

Within this drag model, the limit of strong collisions shows why the gap shrinks. Define $\beta=\pi d_{\rm eff}/(2\lambda)$, so that

$$x_s=d_{\rm eff}\int_0^1\frac{1-w^2}{1+w^2+\beta w^3}\,dw .$$

For $\beta\gg1$ the integral comes mainly from $w\sim\beta^{-1/3}$, where the $w^2$ terms are small. Substituting $w=\beta^{-1/3}q$ gives, to leading order,

$$x_s\simeq d_{\rm eff}\,\beta^{-1/3}\int_0^\infty\frac{dq}{1+q^3}
=\frac{2\pi}{3\sqrt3}\,d_{\rm eff}\,\beta^{-1/3}.$$

Here $\beta\approx103$, and this limit gives a gap of about 10 cm, close to the integrated value. Drag holds plasma in the middle and lowers the edge density relative to the average. A smaller gap can then have the same ratio of content to edge loss.

**How this compares with a real reactor**

At 300 K your gas density corresponds to 10.25 mTorr. That pressure, an electron temperature of a few eV and a gap of roughly 10 cm are in the regime of low-pressure inductively coupled argon reactors. A real chamber also loses ions at its side walls, so the slab gap should not be read as a design dimension. The Maxwellian assumption is a more serious concern, because inelastic collisions can deplete the fast electrons that ionize.

To size that effect, keep 2.5 eV for the bulk electrons and the Bohm speed, but let the distribution fall with a rough tail temperature $T_t=2.0$ eV above the first excitation energy, $E_x^*=11.55$ eV. With the linear cross section, the same integral as before gives the rate ratio

$$\frac{K_{\rm tail}}{K}\simeq
e^{-(E_i-E_x^*)(1/T_t-1/T)}
\frac{T_t^2(E_i+2T_t)}{T^2(E_i+2T)}
\approx0.656\times0.609\approx0.40 .$$

This neglects the small change in normalization; including it gives 0.402. Applying that factor to the fitted rate raises the inferred length to 49 cm. With this choice of tail temperature, the depletion matters more than your 0.1 eV temperature error; a tail closer to 2.5 eV would matter less, and a colder one much more. The same calculation raises the length by a factor of about 1.5 for $T_t=2.25$ eV, 4.5 for 1.75 eV and 9 for 1.5 eV.

**Two further corrections**

Metastable atoms offer a second route to ionization, with a threshold of only $I=4.21$ eV. For a size estimate, use the classical Thomson cross section $\sigma=S(1/I-1/E)/E$, where $S=4\pi a_0^2R^2$, $a_0$ is the Bohr radius and $R$ is the Rydberg energy in eV. The Maxwell average is

$$K_m=\frac{\bar v}{T^2}\int_I^\infty\sigma E\,e^{-E/T}dE
=\frac{\bar vS}{T^2}\left[\frac TI e^{-I/T}-E_1\!\left(\frac IT\right)\right],$$

where $E_1(z)=\int_z^\infty e^{-t}dt/t$. This gives $K_m=3.73\times10^{-14}\ \mathrm{m^3/s}$. If a rough fraction $10^{-4}$ of the atoms is metastable, the added ionization relative to the single-step rate is

$$\frac{10^{-4}K_m}{K_{iz}}=0.099 .$$

Dividing 19.84 cm by 1.099 lowers the length to about 18 cm. The correction is proportional to the metastable fraction, and the classical cross section makes it an order-of-magnitude estimate only. That fraction can itself depend on plasma density, in which case the density no longer cancels completely.

Finally, check how the gas density was obtained. If it was measured in the hot plasma, use it as it stands. If it was calculated from the pressure assuming 300 K, while the gas was really at 450 K, the true density was $2.2\times10^{20}\ \mathrm{m^{-3}}$. At the same electron temperature, the length becomes 29.8 cm.

For the exercise, the answer is $d_{\rm eff}\approx20$ cm. For a real plasma, I would report it as the value for Maxwellian electrons, single-step ionization and the adopted rate fit, and I would stress that it depends strongly on the fast electrons: a mildly depleted tail ($T_t=2.0$ eV) already changes it by a factor of 2.5, and a more strongly depleted one can change it by a factor of ten or more. The individual values are collected in the numerical output below.

## Computed values

```
Electron temperature: 2.50 eV
Gas density: 3.30e+20 m^-3
Pressure at 300 K: 10.25 mTorr
Argon ion mass: 6.6335e-26 kg
Bohm speed: 2457.3 m/s
Fit prefactor: 2.34e-14 m^3/s (T in eV)
Fit power: 0.59 (dimensionless)
Fit activation energy: 17.44 eV
Fitted ionization rate coefficient: 3.753e-17 m^3/s
Ionization frequency: 1.2384e+04 s^-1
Mean ion residence time: 80.7 microseconds
Effective loss length: 0.1984 m = 19.84 cm
Logarithmic temperature sensitivity: -7.066 (dimensionless)
Loss length at 2.4 eV: 26.63 cm
Loss length at 2.6 eV: 15.12 cm
Ion-neutral cross section, rough: 1.0e-18 m^2
Ion mean free path: 3.03 mm
Loss length from slab profile: 19.84 cm
Slab gap with ion collisions: 9.34 cm
Edge/centre density with collisions: 0.1998 (dimensionless)
Slab gap without ion collisions: 22.65 cm
Loss length from collisionless profile: 19.84 cm
Edge/centre density without collisions: 0.5000 (dimensionless)
Ionization energy: 15.76 eV
Ionization cross-section slope, rough: 1.5e-21 m^2/eV
Mean electron speed: 1.058e+06 m/s
Linear-threshold rate coefficient: 6.027e-17 m^3/s
Linear-threshold/fitted rate: 1.606 (dimensionless)
Loss length with linear-threshold rate: 12.36 cm
First excitation energy: 11.55 eV
Tail temperature, rough: 2.00 eV
Rate reduction factor from depleted tail: 0.402 (dimensionless)
Loss length with depleted tail: 49.34 cm
Metastable ionization threshold: 4.21 eV
Metastable fraction, rough: 1.0e-04 (dimensionless)
Metastable ionization rate coefficient: 3.732e-14 m^3/s
Stepwise/single-step ionization: 0.0994 (dimensionless)
Loss length with metastables: 18.05 cm
Heated gas temperature, rough: 450 K
Heated gas density at same pressure: 2.20e+20 m^-3
Loss length with heated gas: 29.76 cm
```
